Polarization of Light Reflected by Weak-Contrast Multilayer Mirrors near 45 Degrees, part 2

Can a stack of isotropic Mo and Si films reflect s light (electric field perpendicular to the plane of incidence) but hardly any p light (field in that plane)?

The angle θ is measured from the normal in vacuum, z points into the material, and fields vary as exp(−iωt). In Gaussian atomic units c ≈ 137, and k = ω/c = 2π/λ. A layer has index n = 1 − δ + iβ and permittivity ε = n². The wave vector is k(S, 0, q), with

S = sin θ, q = √(ε − S²).

The amplitudes r_s and r_p refer to E and B. At an interface between media 1 and 2,

r_s = (q₁ − q₂)/(q₁ + q₂),
ρ = r_p/r_s = (S² − q₁q₂)/(S² + q₁q₂).

For p, q/ε replaces q in the matching conditions. If |ε − 1| is small compared with 1 and with cos²θ, ρ tends to −cos 2θ. Without absorption ρ vanishes, the "null", at

S² = ε₁ε₂/(ε₁ + ε₂).

If each photon is reflected at most once inside the stack, the echoes from the interfaces j add:

r_stack = Σ r_j exp(2iφ_j), φ_j = k Σ q d,

where the inner sum runs over the layers above interface j and d is a layer's thickness. Every interior interface has the same ρ, so the reflected power fractions R_s and R_p obey

R_p/R_s = |ρ|².

Echoes from successive periods agree in phase if the period, now called d, satisfies the Bragg formula

d = λ/(2 Re q̄),

where q̄ is the average of q weighted by thickness. N is the number of periods, each with two interfaces.

The example is at 92 eV, λ = 13.48 nm, k = 0.0247 atomic units, with 40 percent of each period molybdenum and these rough constants:

Mo: δ = 0.076, β = 0.0064, ε ≈ 0.854
Si: δ = 0.001, β = 0.0018, ε ≈ 0.998

At 45°, |r_s| = 0.085, |ρ| = 0.088 and d = 10.19 nm. The null is at 42.7°, where S² = 0.460; with absorption |ρ| has its minimum there, 0.0092.

Q: I accept the sum, but not its premise. With 40 periods you have 80 interfaces, and 80 × 0.085 is 6.8. An amplitude above 1 is absurd.

A: It is, and it shows that single reflection has failed. The sum 2N|r_s| reaches 1 after 5.9 periods at 45°. A good mirror for s light must lie outside the regime in which R_p/R_s = |ρ|² was derived.

Q: Then what replaces it?

A: A lossless model in which every layer is a quarter wave thick, kq times its thickness being π/2, can be solved completely. Let the stack lie between half-spaces of the first material. At an interface, let Y be the ratio of upward to downward amplitude just above it and X the same ratio just below. For s light, continuity of E_y and B_x gives

a₁ + b₁ = a₂ + b₂,
q₁(a₁ − b₁) = q₂(a₂ − b₂),

where a is a downward and b an upward amplitude. Divide the second line by the first:

q₁(1 − Y)/(1 + Y) = q₂(1 − X)/(1 + X).

From the formula for r_s, q₂/q₁ = (1 − r)/(1 + r). Therefore

(1 − Y)/(1 + Y) = [(1 − r)/(1 + r)] [(1 − X)/(1 + X)].

Now write each amplitude as a hyperbolic tangent. Since (1 − tanh u)/(1 + tanh u) = exp(−2u), the product of fractions becomes a sum of exponents:

u_Y = u_r + u_X.

For p light q is replaced by q/ε throughout, and the same rule follows.

Q: And the layers between the interfaces?

A: Crossing a quarter-wave layer down and back multiplies X by exp(iπ) = −1, so u changes sign. Let tanh η = r. Begin at the lowest interface, where nothing returns from below and u = −η. The layer above it turns this into +η. The next interface adds +η, giving 2η. The next layer makes it −2η, and the next interface adds −η, giving −3η. The magnitude grows by |η| at each interface. After N periods, which hold 2N interfaces, the amplitude ratio at the top has the magnitude tanh(2N|η|). The reflected fraction of the power, R, is its square:

R = tanh²(2N artanh|r|).

This holds for s and p, each with its own r.

Q: Show me that it does what you need.

A: Take five periods at 45°. For s, 10 artanh(0.085) = 0.85, and tanh²(0.85) = 0.48. For p, |r_p| = 0.0075 and tanh²(0.075) = 0.0056. A field calculation for this lossless stack gives 0.481 and 0.0055. The ratio is 0.011, while |ρ|² is about 0.008.

The direction of the change is general in this model. Let η now stand for artanh|r|, and let m be the number of interfaces. The logarithm of tanh(mη) grows with m at the rate

2η/sinh(2mη) = (1/m) · y/sinh y, y = 2mη.

The function y/sinh y falls as y grows. If |r_p| is smaller than |r_s|, the p logarithm therefore grows faster, and R_p/R_s rises with every added interface. It starts at |ρ|² for one interface and tends to 1 for very many, unless r_p is zero. The s wave saturates first, and the p wave catches up.

Q: So adding layers spoils the polarizer!

A: It spoils the ratio unless ρ is kept small, and it raises R_s. In the absorbing Mo/Si mirror at 45°, with the period held at 10.19 nm, R_p/R_s is 0.0079 for one period, 0.018 for ten and 0.068 for forty. The remedy is to work at the null, where the p wave has little to build on.

Q: Give me the full mirror, then, with absorption and all internal reflections.

A: It has 40 periods on silicon, with sharp interfaces. The period is recalculated from the Bragg formula at each angle:

θ = 20.0°: R_s = 0.72, R_p = 0.64
θ = 30.0°: R_s = 0.72, R_p = 0.46
θ = 42.7°: R_s = 0.72, R_p = 0.00054
θ = 45.0°: R_s = 0.71, R_p = 0.048
θ = 60.0°: R_s = 0.69, R_p = 0.56

The s reflectance hardly changes, while the p reflectance falls by three orders of magnitude and recovers. At 30° the ratio is 0.65, whereas cos²2θ is 0.25. As a law for this whole mirror, cos²2θ is therefore poor. It describes the weak stack, and its null at 45° lies within about two degrees of the actual one.

Compare the two candidates for a polarizer. At 45°, R_s/R_p = 0.714/0.0484 = 15. At 42.7° it is about 1300. For unpolarized incident light, the degree of polarization (R_s − R_p)/(R_s + R_p) is 0.873 in the first case and 0.9985 in the second. The smallest R_p of the whole mirror also falls at 42.7°.

Q: At the null, |ρ|² was 8.4 × 10⁻⁵, but your mirror has R_p/R_s = 7.5 × 10⁻⁴. That is nine times worse. Is it saturation again?

A: Yes, and the number can be traced. At this angle an interface has |r_s| = 0.078, so |r_p| is about 0.0092 × 0.078 = 0.0007. Eighty of these add to at most 0.06, and the p wave is still in the single-reflection regime. Hence R_p = |ρ|²|Σ|², where Σ is the s amplitude that single reflection would predict. The computed R_p requires

|Σ|² = 5.4 × 10⁻⁴/8.4 × 10⁻⁵ = 6.4, |Σ| = 2.5.

Now estimate Σ directly. The two interfaces of a period give 2|r_s| sin φ, where φ = 1.14 is the phase across the Mo layer, because |1 − exp(2iφ)| = 2 sin φ. This is 2 × 0.078 × 0.91 = 0.142. Absorption reduces the echo from each further period by the factor exp(−2kd Im q̄), with 2kd Im q̄ = 0.048. The geometric sum over 40 periods is

(1 − e^(−1.91))/(1 − e^(−0.048)) ≈ 18.

The product is 2.6, within a few percent of the 2.5 required. The p wave receives the full benefit of this sum. The s wave cannot, since its reflectance stops at 0.72 instead of 6.4. The quotient 6.4/0.72 is the factor of nine.

Q: How near is any of this to a mirror one could buy? Real layers are not drawn with a ruler.

A: Mo/Si multilayers are the mirrors of extreme-ultraviolet lithography, which works near 13.5 nm. Those used close to normal incidence have periods of roughly 7 nm and reflect roughly 70 percent at best. The model is in that range, with 0.72 at 20°. Its period of 9.75 nm at the null is longer than in those imaging mirrors because the angle is larger. The assumption that real stacks plainly break is the sharp interface: the materials mix and the boundaries are rough. I let the composition vary smoothly across each boundary, following an error function with a standard deviation of 0.8 nm, a rough value, keeping the angle and the period fixed. R_s drops from 0.716 to 0.683, and R_s/R_p drops from about 1300 to roughly 800. The loss depends strongly on this width: with 0.3 nm the ratio is about 1250. Sideways scattering by roughness and thickness errors from period to period are left out.

Q: Smoothing should weaken the p echo as well. Why did the ratio fall?

A: In single reflection from a weak stack, smoothing multiplies both amplitudes by the same factor, here 0.88. Yet the computed R_p rises, from 0.00054 to about 0.0008. So the common factor does not explain the result at the null. Look inside the boundary and cut it into thin slices. Across one slice q₁ and q₂ are nearly equal, so with q² = ε − S² the exact ratio becomes

ρ = (S² − q²)/(S² + q²) = 2S²/ε − 1.

At the null S² = 0.460. This gives about −0.08 on the silicon-rich side, where ε is near 0.998, and about +0.08 on the molybdenum-rich side, where ε is near 0.854. In a sharp interface the p echoes of the two sides have the same phase and cancel. In a gradual one they come from different depths, so their phases differ and the cancellation is incomplete. Adding the echoes of all slices in single reflection gives R_p of about 0.0008, so this accounts for the rise. The loss is mainly a shift of the best angle. If the mirror is turned to 43.0° with the period unchanged, R_p falls to about 0.0003 and R_s/R_p rises to about 2200.

Q: What else would hurt?

A: Of the effects sized here, beam divergence does the most damage. Averaged over ±1° in the plane of incidence, with the mirror fixed, R_s/R_p falls to about 420. The reason is the slope of ρ. Near the null, −cos 2θ changes by 2 per radian, so 1° changes ρ by 0.035, which is well above the floor of 0.0092. The slope alone would bring the ratio down to about 200. The tilted rays also leave the Bragg condition, which shrinks the sum of p echoes and returns about a factor of two.

A surface oxide 2 nm thick, with the rough values δ = 0.022 and β = 0.011, leaves the ratio near 1200 and lowers R_s to 0.69. If δ of molybdenum were 10 percent larger, the lossless null would move down by 0.24°. That alone changes ρ by 2 × 0.0041 = 0.008, about as much as the floor itself, so the best angle should be found by turning the mirror rather than taken from rough constants.

Q: And a source that is not monochromatic?

A: Averaging over ±1 eV, with angle and indices fixed, gives a ratio near 1600, slightly better than at the central energy. R_s changes little, from 0.716 to 0.714, while R_p falls from 0.00054 to 0.00045. The p echo is a sum over many periods, and it loses step when the energy leaves the Bragg condition. The half-maximum band for s runs from 87.5 to 96.1 eV in this calculation. The fixed indices make that a rough figure, because the silicon L absorption edge lies near 100 eV.

Q: Was your period at least the best one?

A: Not for R_s. At the null angle the largest R_s, 0.742, occurs at 9.55 nm, two percent below the Bragg formula's 9.75 nm. Without absorption the s band runs from 9.31 to 10.19 nm, and the formula closely gives its centre. The top of that band is flat, so even weak absorption tilts it towards shorter periods: with β reduced to 3 percent of its value the peak is already near 9.56 nm. The formula's period is not the best for the ratio either, because it places the working point on the narrow peak of the unsaturated p echo. With the period at 9.55 nm and the mirror turned to 42.8°, R_p falls to about 7 × 10⁻⁵ and R_s/R_p is near 11 000, for sharp and identical periods. The formula is a good starting value, and a design should refine it. The numerical output below gives the remaining digits.

Q: Then state the rule of design in a form I cannot misuse.

A: For layers with indices near 1 and weak absorption, used far from grazing incidence, take the vacuum angle from S² = ε₁ε₂/(ε₁ + ε₂) as a starting value and take the period from the Bragg formula at that angle. Refine the period by calculation, since in the example the period of largest R_s also gave a much smaller R_p. Then turn the finished mirror to the smallest R_p, because gradual boundaries and uncertain optical constants shift the null. The mirror reflects s light and strongly suppresses p light, provided that the beam's angular spread in the plane of incidence is small compared with |ρ|_min/2 in radians, here about 0.26°. With a wider beam it still polarizes, but the spread of angles, rather than absorption, then limits the suppression.

Values computed for the example and the checks

```
photon energy = 92.0 eV, wavelength = 13.477 nm
omega = 3.3809 a.u., k = omega/c = 0.02467 a.u.
Mo: delta = 0.076, beta = 0.0064 (rough)
Si: delta = 0.001, beta = 0.0018 (rough)
periods = 40, Mo thickness fraction = 0.4
interface at 45 deg: |r_s| = 0.0854, |r_p| = 0.00750
interface at 45 deg: |r_p/r_s| = 0.0877
periods at which 2N|r_s| = 1 (45 deg): 5.9
interface null, lossless formula = 42.71 deg
interface null, with absorption = 42.71 deg
smallest |r_p/r_s| = 0.00918; beta_Mo + beta_Si = 0.00820
at 80 deg: |r_p/r_s| = 1.0015, |cos 2theta| = 0.9397
40-period mirror, period retuned at each angle:
 20.00 deg: d = 7.433 nm, R_s = 0.7195, R_p = 0.635381, R_p/R_s = 0.883027, |rho|^2 = 0.557197, cos^2(2theta) = 0.586824
 30.00 deg: d = 8.121 nm, R_s = 0.7198, R_p = 0.464784, R_p/R_s = 0.645727, |rho|^2 = 0.209566, cos^2(2theta) = 0.250000
 42.71 deg: d = 9.751 nm, R_s = 0.7156, R_p = 0.000538, R_p/R_s = 0.000752, |rho|^2 = 0.000084, cos^2(2theta) = 0.006357
 45.00 deg: d = 10.189 nm, R_s = 0.7141, R_p = 0.048422, R_p/R_s = 0.067808, |rho|^2 = 0.007698, cos^2(2theta) = 0.000000
 60.00 deg: d = 15.749 nm, R_s = 0.6882, R_p = 0.557405, R_p/R_s = 0.809974, |rho|^2 = 0.419048, cos^2(2theta) = 0.250000
R_p/R_s at 45 deg for 1, 10, 40 periods = 0.00794, 0.01792, 0.06781
lossless quarter-wave stack, 45 deg, 5 periods: R_s = 0.4811, R_p = 0.00552
angle of smallest R_p for the whole mirror = 42.71 deg
period of largest R_s at the null = 9.545 nm, R_s = 0.7421
mirror at 45 deg: R_s = 0.7141, R_p = 0.048422, R_s/R_p = 14.7, polarization = 0.87300
mirror at interface null: R_s = 0.7156, R_p = 0.000538, R_s/R_p = 1330.1, polarization = 0.99850
interface width = 0.8 nm, amplitude damping at the null = 0.8756
graded interfaces: R_s = 0.6834, R_p = 0.000829, R_s/R_p = 824.0, polarization = 0.99758
surface oxide (rough): 2.0 nm, delta = 0.022, beta = 0.011
with surface oxide: R_s = 0.6903, R_p = 0.000569, R_s/R_p = 1212.4, polarization = 0.99835
mean over +-1.0 deg in the plane: R_s = 0.7091, R_p = 0.001704, R_s/R_p = 416.2, polarization = 0.99521
mean over +-1.0 eV, fixed indices: R_s = 0.7135, R_p = 0.000453, R_s/R_p = 1575.5, polarization = 0.99873
s half-maximum band, fixed indices = 87.5 to 96.1 eV
null shift if delta_Mo is 10 percent larger = -0.235 deg
```
